# Hydrogen in a hard sphere: exact energies from free-atom nodes: a program that tests the result

```python
"""Hydrogen at the centre of a hard sphere of radius R (atomic units).

Result under test: at R = (l+1)(l+2) bohr the lowest level of angular
momentum l is E = -1/(2 (l+2)^2) hartree, and its radial function is
u0(r) = r^(l+1) (1 - r/R) exp(-r/(l+2)), a free-atom function cut at its node.
Hence E = -1/8 for s at R = 2 (the ground state), E = -1/18 for p at R = 6.

Symbols: u(r) = r times the radial wave function, u(0) = u(R) = 0;
T, V = mean kinetic and potential energy.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Legendre
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def radial_grid(R, points=80):
    x, w = np.polynomial.legendre.leggauss(points)
    return 0.5 * R * (x + 1), 0.5 * R * w


def confined_levels(l, R, size=16):
    """Variational levels and lowest orbital in polynomials zero at the wall."""
    r, w = radial_grid(R)
    front = (r / R) ** (l + 1) * (1 - r / R)
    dfront = ((l + 1) * (r / R) ** l * (1 - r / R) - (r / R) ** (l + 1)) / R
    f, df = [], []
    for k in range(size):
        p = Legendre.basis(k, domain=[0, R])
        f.append(front * p(r))
        df.append(dfront * p(r) + front * p.deriv()(r))
    f, df = np.array(f), np.array(df)
    overlap = (f * w) @ f.T
    ham = 0.5 * (df * w) @ df.T
    ham += (f * w * (l * (l + 1) / (2 * r**2) - 1 / r)) @ f.T
    energies, vectors = eigh(ham, overlap)
    return energies, vectors[:, 0] @ f, vectors[:, 0] @ df


def node_function(l, r):
    return r ** (l + 1) * (1 - r / ((l + 1) * (l + 2))) * np.exp(-r / (l + 2))


def energy_parts(l, R, u, du):
    """Mean kinetic and potential energy from their definitions."""
    r, w = radial_grid(R)
    norm = np.sum(w * u**2)
    kinetic = 0.5 * np.sum(w * (du**2 + l * (l + 1) * u**2 / r**2)) / norm
    return kinetic, -np.sum(w * u**2 / r) / norm


# The cut function solves the radial equation for every l.
rs, ls = sp.symbols("r l", positive=True)
us = rs ** (ls + 1) * (1 - rs / ((ls + 1) * (ls + 2))) * sp.exp(-rs / (ls + 2))
residual = (-sp.diff(us, rs, 2) / 2
            + (ls * (ls + 1) / (2 * rs**2) - 1 / rs) * us
            + us / (2 * (ls + 2) ** 2))
assert sp.simplify(residual / (rs ** (ls + 1) * sp.exp(-rs / (ls + 2)))) == 0

# Diagonalization against the node rule, for energies and orbitals.
print("Lowest level of each l at its node radius")
for l in range(4):
    R = (l + 1) * (l + 2)
    exact = -1 / (2 * (l + 2) ** 2)
    energies, u, du = confined_levels(l, R)
    r, w = radial_grid(R)
    u0 = node_function(l, r)
    overlap = abs(np.sum(w * u * u0)) / np.sqrt(np.sum(w * u0**2))
    assert abs(energies[0] - exact) < 1e-9
    assert abs(overlap - 1) < 1e-9
    print(f"l={l} R={R} bohr: numerical {energies[0]:.8f}, "
          f"node rule {exact:.8f} hartree")

# Excess-energy identity that proves the nodeless state is the lowest.
print("Trial functions: mean energy and excess over the exact level")
for l in (0, 1):
    R = (l + 1) * (l + 2)
    exact = -1 / (2 * (l + 2) ** 2)
    r, w = radial_grid(R)
    q = np.pi / R
    trials = {
        "polynomial": (r ** (l + 1) * (R - r),
                       (l + 1) * r**l * (R - r) - r ** (l + 1)),
        "sine": (r**l * np.sin(q * r),
                 l * r ** max(l - 1, 0) * np.sin(q * r)
                 + q * r**l * np.cos(q * r)),
    }
    log_slope = (l + 1) / r - 1 / (R - r) - 1 / (l + 2)
    for name, (u, du) in trials.items():
        mean = sum(energy_parts(l, R, u, du))
        u0_df = du - u * log_slope
        excess = 0.5 * np.sum(w * u0_df**2) / np.sum(w * u**2)
        assert abs(mean - exact - excess) < 1e-9
        if name == "polynomial":
            assert abs(mean) < 1e-10
        print(f"l={l} {name}: mean {mean + 0.0:.6f}, "
              f"excess {excess:.6f} hartree".replace("-0.000000", "0.000000"))

# Order of the levels in the two spheres.
levels = {(l, R): confined_levels(l, R)[0] for l in range(3) for R in (2, 6)}
assert levels[0, 2][0] < levels[1, 2][0] < levels[2, 2][0]
assert levels[0, 6][0] < levels[1, 6][0] < min(levels[0, 6][1], levels[2, 6][0])
for R in (2, 6):
    print(f"R={R} bohr, lowest s, p, d: " + ", ".join(
        f"{levels[l, R][0]:.6f}" for l in range(3)) + " hartree")
    print(f"R={R} bohr, second s: {levels[0, R][1]:.6f} hartree")

# The s energy falls as the sphere grows.
near = [confined_levels(0, R)[0][0] for R in (1.9, 2.0, 2.1)]
assert near[0] > near[1] > near[2]
print(f"Lowest s at R=1.9 bohr: {near[0]:.6f} hartree")
print(f"Lowest s at R=2.1 bohr: {near[2]:.6f} hartree")

# Closed forms for mean 1/r and for the free density inside the node.
e2, e4 = np.exp(-2), np.exp(-4)
inverse_r = {0: (0.5 - 2.5 * e2) / (2 - 14 * e2),
             1: (2 / 3) * (1.5 - 51.5 * e4) / (9 - 437 * e4)}
inside = {0: 1 - 7 * e2, 1: 1 - 437 * e4 / 9}
for l, label in ((0, "s, R=2 bohr"), (1, "p, R=6 bohr")):
    R = (l + 1) * (l + 2)
    exact = -1 / (2 * (l + 2) ** 2)
    energies, u, du = confined_levels(l, R)
    T_num, V_num = energy_parts(l, R, u, du)
    V = -inverse_r[l]
    T = exact - V
    assert abs(V - V_num) < 1e-7 and abs(T - T_num) < 1e-7
    density = lambda x: node_function(l, x) ** 2
    part = quad(density, 0, R)[0]
    fraction = part / (part + quad(density, R, np.inf)[0])
    assert abs(fraction - inside[l]) < 1e-7
    free_lowest = -1 / (2 * (l + 1) ** 2)
    print(f"{label}: E = {exact:.6f} hartree = {exact * HARTREE_EV:.4f} eV")
    print(f"{label}: T = {T:.6f} hartree, V = {V:.6f} hartree")
    print(f"{label}: shift from free atom {energies[0] - free_lowest:.6f} hartree")
    print(f"{label}: free density inside node {inside[l]:.6f} (fraction)")
    # Free-atom partner with the same energy, integrated over all space.
    norm = quad(density, 0, np.inf)[0]
    V_free = -quad(lambda x: density(x) / x, 0, np.inf)[0] / norm
    assert abs(V_free - 2 * exact) < 1e-7
    print(f"free {l + 2}{'sp'[l]}: T = {exact - V_free:.6f} hartree, "
          f"V = {V_free:.6f} hartree")

print("no test failed")
```

Output:

```
Lowest level of each l at its node radius
l=0 R=2 bohr: numerical -0.12500000, node rule -0.12500000 hartree
l=1 R=6 bohr: numerical -0.05555556, node rule -0.05555556 hartree
l=2 R=12 bohr: numerical -0.03125000, node rule -0.03125000 hartree
l=3 R=20 bohr: numerical -0.02000000, node rule -0.02000000 hartree
Trial functions: mean energy and excess over the exact level
l=0 polynomial: mean 0.000000, excess 0.125000 hartree
l=0 sine: mean 0.014874, excess 0.139874 hartree
l=1 polynomial: mean 0.000000, excess 0.055556 hartree
l=1 sine: mean -0.010325, excess 0.045231 hartree
R=2 bohr, lowest s, p, d: -0.125000, 1.576019, 3.327509 hartree
R=2 bohr, second s: 3.327509 hartree
R=6 bohr, lowest s, p, d: -0.499277, -0.055556, 0.180341 hartree
R=6 bohr, second s: 0.012725 hartree
Lowest s at R=1.9 bohr: -0.054055 hartree
Lowest s at R=2.1 bohr: -0.183504 hartree
s, R=2 bohr: E = -0.125000 hartree = -3.4014 eV
s, R=2 bohr: T = 1.410162 hartree, V = -1.535162 hartree
s, R=2 bohr: shift from free atom 0.375000 hartree
s, R=2 bohr: free density inside node 0.052653 (fraction)
free 2s: T = 0.125000 hartree, V = -0.250000 hartree
p, R=6 bohr: E = -0.055556 hartree = -1.5117 eV
p, R=6 bohr: T = 0.317074 hartree, V = -0.372629 hartree
p, R=6 bohr: shift from free atom 0.069444 hartree
p, R=6 bohr: free density inside node 0.110674 (fraction)
free 3p: T = 0.055556 hartree, V = -0.111111 hartree
no test failed
```
